# Particle splitting and Russian roulette for rare barrier crossings

## Two gates, by hand

A carrier must pass two gates in succession. It passes each with probability 1/4, independently, and is lost if it fails. The crossing probability is \(P=1/16\). Analog sampling sends in one carrier and scores 1 if it crosses and 0 if not. Since \(1^2=1\), the mean square of the score is also \(P\), and its relative variance is

\[
\frac{P-P^2}{P^2}=\frac1P-1=15 .
\]

Now replace a carrier that has passed the first gate by four copies, each of weight 1/4. Let \(N\) of them pass the second gate. The score is \(N/4\), and its mean is

\[
\frac14\cdot\frac14\left(4\cdot\frac14\right)=\frac1{16}.
\]

The factors are the chance of passing gate one, the weight per copy, and the mean number of successes. The answer is unchanged. For the mean square, write \(N\) as a sum of four independent indicators. The four diagonal terms give \(4\cdot\frac14=1\), and the twelve cross terms give \(12\cdot\frac1{16}=\frac34\). Thus

\[
E[\text{score}^2]=\frac14\cdot\frac1{16}\cdot\frac74=\frac7{256}.
\]

Dividing by \(P^2=1/256\) and subtracting 1 gives a relative variance of 6 instead of 15.

Russian roulette is the reverse operation. A carrier of weight 1 in an unpromising place is kept with probability 1/4 and given weight 4, or else deleted. Its mean weight is still 1, but its mean square weight rises from 1 to 4. Roulette thus adds variance. It pays when the work saved is worth more than the variance added.

## Many gates

Let there be \(n\) gates of pass probability \(p\), with \(R\) copies made after each gate except the last. Let \(Z_k\) be the score with \(k\) gates ahead, and \(\rho_k=E[Z_k^2]/p^{2k}\), so \(\rho_0=1\). After a success, \(Z_k\) is the average of \(R\) independent values of \(Z_{k-1}\). The square of that average has \(R\) diagonal and \(R(R-1)\) cross terms, each divided by \(R^2\):

\[
E[Z_k^2]=p\left[\frac{E[Z_{k-1}^2]}R+\left(1-\frac1R\right)p^{2(k-1)}\right].
\]

Division by \(p^{2k}\) gives

\[
\rho_k=\frac{\rho_{k-1}}{pR}+\frac{1-1/R}{p}.
\]

For \(k=1\) this gives \(\rho_1=1/p\) for any \(R\), as it must when no split follows the last gate. The choice \(R=1/p\) keeps the mean population constant. Then \(\rho_k=\rho_{k-1}+(1-p)/p\), and the relative variance is

\[
\rho_n-1=\frac{n(1-p)}p,
\]

against \(p^{-n}-1\) for analog sampling. Three gates with \(p=1/4\) give 9 against 63. With \(R=3\) the recursion gives 12.3: too few copies cost some variance.

The growth is linear in \(n\) instead of exponential. To choose \(p\) at fixed \(P=p^n\), suppose every trial costs the same. With \(R=1/p\) there is on average one trial per gate, so the work is \(n=\ln P/\ln p\). Treating \(n\) and \(R\) as continuous, variance times work is proportional to \((1-p)/(p\ln^2p)\). Setting the derivative of its logarithm to zero,

\[
-\frac1{1-p}-\frac1p-\frac2{p\ln p}=0 .
\]

Multiplication by \(-p(1-p)\ln p\) gives \(\ln p+2(1-p)=0\). The root other than \(p=1\) is \(p=0.203\), or about five copies per gate. This holds for independent gates; a carrier that remembers its velocity need not obey it.

## Why the mean is preserved in general

Let \(z\) be the state of a carrier, here its position and velocity, and \(u(z)\) the probability that an analog carrier starting from \(z\) will cross. Follow a weighted population from event to event. Let \(S_j\) be the weight collected after \(j\) flights, and define

\[
M_j=S_j+\sum_i w_i\,u(z_i),
\]

where the sum runs over living carriers. Two operations can change \(M_j\).

First, transport. By the definition of \(u\), the probability of crossing during the next flight plus the mean of \(u\) at the next living state equals \(u(z)\). The expected contribution of the carrier therefore stays \(w\,u(z)\).

Second, population control. It replaces weight \(w\) by \(N\) copies of weight \(w'\) in the same state. If

\[
E[Nw'\mid w,z]=w,
\]

the expected contribution is \(u(z)E[Nw'\mid w,z]=w\,u(z)\), again unchanged. Hence \(E[M_j]=w_0u(z_0)\) for every \(j\).

It remains to show that the living part vanishes. The same argument, with "still alive after \(j\) flights" in place of "crosses", shows that the expected living weight is \(w_0\) times the analog survival probability. If analog tracks end with probability one, this tends to zero. Since \(u\le1\), so does the expected sum in \(M_j\), and the expected final score is \(w_0u(z_0)\).

The proof nowhere asks how the decision to split was made, provided it uses present data and fresh random numbers. A poor guide costs variance, not bias. Each copy must follow the correct law of motion; independence between copies matters for the variance. Stopping a run early, or discarding carriers when memory fills, breaks the proof.

## The working rule

Choose an importance function \(I(z)>0\), meant to resemble \(u(z)\), and a constant \(A\). At the source and after each collision form \(r=wI(z)/A\).

1. If \(r>2\), make \(N=\min(\lceil r\rceil,10)\) copies of weight \(w/N\).
2. If \(r<1/2\), keep the carrier with probability \(s=\max(r,0.1)\) and weight \(w/s\); otherwise delete it.
3. Otherwise leave it alone.

In case 1 the total weight is \(N(w/N)=w\). In case 2 its mean is \(s(w/s)=w\). The limits 10 and 0.1 moderate single actions and leave these identities intact.

Every carrier inherits the label of its source electron. All weight collected under one label is added to give one score \(S\). The standard error comes from the scatter of these scores, because sources are independent while copies with a common ancestor are not.

## A channel barrier

Consider electrons climbing a classical barrier

\[
V(y)=V_b\left(1-\frac{y^2}{L^2}\right).
\]

They enter at \(y=-L\) and are absorbed there on return, or at a collector plane \(y=D>0\). Newton's law, \(m\ddot y=-dV/dy=2V_by/L^2\), gives

\[
\ddot y=\omega^2y,\qquad \omega^2=\frac{2V_b}{mL^2}.
\]

With initial values \(y_0,v_0\), a flight is

\[
y(t)=\tfrac12\left(y_0+\frac{v_0}{\omega}\right)e^{\omega t}
+\tfrac12\left(y_0-\frac{v_0}{\omega}\right)e^{-\omega t}.
\]

An electron that leaves through \(-L\) moves left and is accelerated left; one that leaves through \(D\) moves right and is accelerated right. Neither can return within that flight. The end position of the flight therefore decides absorption, and no crossing time has to be found.

Collisions occur at constant rate \(\nu\) and change the velocity to

\[
v'=\alpha v+\sqrt{1-\alpha^2}\,v_{\rm th}\,\xi,\qquad v_{\rm th}^2=\frac{kT}m,
\]

where \(\xi\) is a normal random number of zero mean and unit variance. The thermal variance is preserved because \(\alpha^2+(1-\alpha^2)=1\). After \(k\) collisions the mean velocity is multiplied by \(\alpha^k\). In the absence of force, averaging over the Poisson number of collisions in time \(t\) gives

\[
e^{-\nu t}\sum_k\frac{(\nu t)^k}{k!}\alpha^k=e^{-\gamma t},
\qquad \gamma=\nu(1-\alpha).
\]

The mobility \(\mu=e/(m\gamma)\) thus fixes \(\gamma\).

## A guide in position and velocity

For \(\alpha\to1\) at fixed \(\gamma\), kicks are small and frequent. The mean velocity change per unit time from collisions is \(-\gamma v\). Half the mean square change per unit time tends to \(\nu(1-\alpha^2)v_{\rm th}^2/2=\gamma(1+\alpha)v_{\rm th}^2/2\to\gamma v_{\rm th}^2\). Since \(u\) is constant on average along a track,

\[
v\,u_y+(\omega^2y-\gamma v)u_v+\gamma v_{\rm th}^2u_{vv}=0 .
\]

Try \(u=g(s)\) with \(s=v+cy\). Then

\[
[(c-\gamma)v+\omega^2y]\,g'+\gamma v_{\rm th}^2g''=0 .
\]

The bracket must be a multiple \(\kappa s\) of \(s\). This needs \(\kappa=c-\gamma\) and \(\kappa c=\omega^2\), so \(c^2-\gamma c-\omega^2=0\). The positive root makes \(u\) grow toward the collector:

\[
c=\frac\gamma2+\sqrt{\frac{\gamma^2}4+\omega^2}.
\]

What remains is \(g''=-(s/\sigma^2)g'\), with \(\sigma^2=\gamma v_{\rm th}^2/\kappa\). Its solution rising from 0 to 1 is the normal cumulative distribution,

\[
I(y,v)=\Phi\!\left(\frac{v+cy}{\sigma}\right).
\]

It neglects finite kicks and the absorbing planes. By the general proof, these approximations affect the efficiency and leave the mean alone.

## A reference without a rare event

The answer can also be found from tracks that start at the top. Let \(f_{\rm eq}\) be the equilibrium distribution, proportional to \(\exp[-(V+mv^2/2)/kT]\). Injection from the left alone fills a state \((y,v)\) to the fraction of \(f_{\rm eq}\) whose past leads back to the source. Detailed balance and time reversal make that fraction the probability that a track started at \((y,-v)\) exits left, namely \(1-u(y,-v)\). The current through the top is

\[
J=\int_{-\infty}^{\infty}v f_{\rm eq}(0,v)\,[1-u(0,-v)]\,dv .
\]

The 1 integrates to zero by symmetry. Replacing \(v\) by \(-v\) in the other term gives \(J=\int v f_{\rm eq}(0,v)u(0,v)\,dv\). Folding negative velocities onto positive ones and dividing by the injected flux at \(-L\), where \(V=0\),

\[
P=e^{-V_b/kT}K,\qquad K=\left\langle u(0,v)-u(0,-v)\right\rangle .
\]

The average is over \(v>0\) with density proportional to \(v e^{-mv^2/2kT}\). Estimating \(K\) takes pairs of ordinary tracks from the top.

For small kicks and distant planes, insert \(\Phi\) and set \(x=v/v_{\rm th}\), \(q=\sigma/v_{\rm th}\):

\[
K=\int_0^\infty xe^{-x^2/2}\left[2\Phi(x/q)-1\right]dx .
\]

Integration by parts has no boundary term, since the bracket vanishes at \(x=0\). It gives

\[
K=\frac{2}{q\sqrt{2\pi}}\int_0^\infty e^{-x^2(1+1/q^2)/2}dx
=\frac1{\sqrt{1+q^2}}=\sqrt{\frac{\kappa}{\kappa+\gamma}}=\frac\kappa\omega .
\]

The last step uses \(\kappa+\gamma=c\) and \(\kappa c=\omega^2\). For \(\gamma\ll\omega\), \(K\to1\); for \(\gamma\gg\omega\), \(K\to\omega/\gamma\).

The collisionless limit also shows where splitting fails. Copies with the same position and velocity then follow the same path, and \(R\) copies of weight \(w/R\) score just what their parent would have scored. Splitting needs collisions between the split and absorption to make the copies differ.

## Variance that begins at the source

For a source state \(z_0\) with birth weight \(w_0\), the law of total variance reads

\[
\operatorname{Var}S=\operatorname{Var}[w_0u(z_0)]
+E[\operatorname{Var}(S\mid z_0)] .
\]

Later splitting acts on the second term; the first is a floor. If two independent runs start from the same source states, their scores \(S_1,S_2\) share nothing else, so \(\operatorname{Cov}(S_1,S_2)\) equals the first term.

The floor can be lowered by choosing entry states better. The natural entry energy \(\epsilon=xkT\) has density \(e^{-x}\). Draw it instead from \(e^{-x/\theta}/\theta\), and give the electron the ratio of the two densities as weight:

\[
w_0=\theta\,e^{-x(1-1/\theta)} .
\]

## Silicon numbers

Take \(V_b=0.35\) eV, \(L=40\) nm, \(D=20\) nm, \(T=300\) K, \(m=0.26m_0\), \(\mu=200\) cm²/Vs, \(\alpha=0.8\) and \(\theta=3\). Then \(\omega=17.2\) and \(\gamma=33.8\) ps⁻¹, so \(\nu=33.8/0.2=169\) ps⁻¹. The formulas above give \(c=41.0\) and \(\kappa=7.21\) ps⁻¹, hence \(\kappa/\omega=0.419\). The constant \(A\) is set to \((\kappa/\omega)e^{-V_b/kT}\).

With \(V_b/kT=13.54\), the Boltzmann factor is \(1.319\times10^{-6}\). Monte Carlo with 40,000 pairs from the top gives \(K=0.413\pm0.003\), where ± denotes one standard error here and below. The reference is

\[
P=1.319\times10^{-6}\times0.4126=(5.44\pm0.04)\times10^{-7}.
\]

Two weighted runs from the same 40,000 biased source states give \((5.34\pm0.14)\times10^{-7}\), lower by 0.7 combined standard errors. An analog run of 100,000 electrons gave no crossing.

The relative variance per source is 56 for the weighted run. This is a sampled value, so the gains below are approximate. For analog sampling it is \((1-P)/P=1.87\times10^6\), a ratio of \(3.3\times10^4\). But a weighted source costs 78.9 flights on average and an analog one 5.95. The gain at equal flights is

\[
3.33\times10^4\times\frac{5.95}{78.9}\approx2500 .
\]

The measured gain per unit of processor time, which includes the cost of population control, was about 1250 in this run.

The covariance puts the source part of the 56 at 0.05. If the paired scores were independent, the error of this estimate would be \(56/\sqrt{40000}\approx0.3\), so the sample does not resolve the floor from zero. Solving the equation for \(u\) on a grid, with finite kicks and absorbing planes kept, puts it at 0.38, still negligible beside 56. One run with 40,000 natural entries and the same splitting rule has relative variance 87. This sampled value is unstable and too low, since a rare energetic entry can give a very large score. Its floor can be estimated from the biased runs by averaging \(S_1S_2/w_0\), since one factor \(w_0\) restores the natural density. The sampled result is about 38, but the factor \(1/w_0\) gives a few energetic entries great influence, and the figure is too low: the grid solution for \(u\) puts this floor at 87. The floor alone thus equals the sampled total, and the true relative variance with natural entries is larger than 87. Source biasing thus reduced the variance here.

The natural-entry run gives \((4.86\pm0.23)\times10^{-7}\), 2.5 combined standard errors below the reference. The quoted error is too small: a floor of 87 alone implies a standard error of at least \(0.26\times10^{-7}\) for 40,000 sources, so this run undersampled the large scores.

A barrier of 0.13 eV, with the other channel parameters fixed and natural entries, lets analog sampling take part. The reference is \((1.896\pm0.023)\times10^{-3}\).

- Analog, 300,000 sources: \((1.70\pm0.08)\times10^{-3}\).
- Splitting guided by \(I(y,v)\), 20,000 sources: \((1.87\pm0.06)\times10^{-3}\).
- Splitting guided by position alone, \(I(y,0)\), 20,000 sources: \((1.80\pm0.08)\times10^{-3}\).

The analog value is also low by 2.5 combined standard errors, and all the source-started estimates at both barriers fall below their references. Those at one barrier share a reference, so their deviations are not independent. These samples alone do not establish agreement at the percent level. The grid solution for \(u\) gives \(P=5.47\times10^{-7}\) and \(1.890\times10^{-3}\) at the two barriers, the same whether taken from the source or from the top, and both references lie within one standard error of these values. The measured gains per flight over analog sampling are 3.8 with the velocity-dependent guide and 1.9 with position alone. Both are raised by about a tenth because the analog variance was taken from the low analog estimate of \(P\). At this barrier the method helps only modestly.

## What a real channel changes

A barrier of a few tenths of an eV and a mobility of a few hundred cm²/Vs are rough typical values for an off-state silicon n-channel. The 80 nm wide parabola is long for a strongly scaled device. The collision rule is a model: its rate \(\nu\) follows from the chosen \(\alpha\) and the mobility, not from the scattering processes of silicon. Moreover \(\hbar\gamma\approx22\) meV is close to \(kT\), and \(\hbar\nu\approx111\) meV is more than four times \(kT\). The flights are therefore steps of a classical friction model, not semiclassical flights between real scattering events, and the numbers illustrate the method rather than predict a device current. The largest neglected effect at 300 K among those sized here is source degeneracy. For a rough source density of \(10^{20}\) cm⁻³ and density-of-states mass \(1.08m_0\), numerical Fermi integrals put the Fermi level \(\eta=2.47\) (in units of \(kT\)) above the band edge. The injected flux is then proportional to \(F_1(\eta)=\int_0^\infty x\,dx/(1+e^{x-\eta})\) instead of \(e^\eta\), while the flux over the high barrier stays nearly Boltzmann if the climbing carriers remain close to equilibrium with the source. The probability per injected electron then rises by a factor \(e^\eta/F_1=2.6\). Such an equilibrium requires Pauli blocking in the collisions. With the collision rule used here, which has no blocking, the factor is smaller, about 2.0, because degeneracy also removes some of the low-energy entries that would later have crossed.

Other changes can be sized with \((\kappa/\omega)e^{-V_b/kT}\), one parameter at a time. Halving the mobility multiplies \(P\) by 0.57. At fixed mobility, masses of \(0.19m_0\) and \(0.92m_0\) give factors 0.89 and 1.45. Operation at 358 K gives 9.0. Lowering the barrier by 10 meV multiplies the Boltzmann factor by \(e^{10/25.85}=1.47\) and lowers \(\kappa/\omega\) by only about 1%, so electrostatics must be known well before a percent-level sampling error matters.

For tunnelling, average the transmission of a parabolic barrier, \(1/(1+e^{-gs})\), over thermal energies, with \(s=(E-V_b)/kT\) and \(g=2\pi kT/\hbar\omega\). Extending the lower limit to \(-\infty\) and substituting \(z=e^{-gs}\) gives, for \(g>1\),

\[
\int_{-\infty}^{\infty}\frac{e^{-s}ds}{1+e^{-gs}}
=\frac1g\int_0^\infty\frac{z^{1/g-1}}{1+z}dz
=\frac{\pi/g}{\sin(\pi/g)} .
\]

Here \(\hbar\omega=11.3\) meV, and the factor is 1.008. This estimate is collisionless; a shorter barrier has larger \(\omega\) and tunnels more.

Finally, an electron may return from beyond \(D\). Moving the collector to 40 nm can only reduce \(P\), since every track from the source must first pass 20 nm; as \(P=e^{-V_b/kT}K\), it can only reduce \(K\) too. The sampled value was \(0.417\pm0.003\), slightly higher than before, so the change, which the grid solution puts well below 0.001, is hidden by sampling noise.

All numerical values are calculated from the stated model.
